# Chirality partition and low-energy bands of ABCB tetralayer graphene

## Problem

Four graphene layers are stacked in the order ABCB. Keep two kinds of hopping: between nearest neighbours within a layer, and with amplitude $t=\gamma_1>0$ between atoms that face each other in adjacent layers. Use the chirality partition rule of Min and MacDonald to predict the low-energy band pairs near the corner K of the Brillouin zone. Then find their energies, prefactors included, to leading order in the distance $q$ from K, and decide whether the result could be seen in a real sample.

**The model.** Near K the in-plane hopping from $B_i$ to $A_i$ in layer $i$ becomes

$$\langle A_i|H|B_i\rangle=z^*,\qquad z=\hbar v(q_x+iq_y)=x\,e^{i\varphi},\qquad x=\hbar v q .$$

Here $v=\sqrt3\,a\gamma_0/2\hbar$ is the speed of a single layer, $a$ the lattice constant and $\gamma_0$ the size of the in-plane hopping. Low energy means $x\ll t$.

Seen from above, atoms sit at three kinds of site, $\alpha,\beta,\gamma$. The $(A,B)$ atoms occupy $(\alpha,\beta)$ in an A layer, $(\beta,\gamma)$ in a B layer and $(\gamma,\alpha)$ in a C layer. In ABCB the facing pairs are therefore $B_1A_2$ at $\beta$, and $B_2A_3$ and $A_3B_4$ at $\gamma$.

Every bond joins an $A$ atom to a $B$ atom, so

$$H=\begin{pmatrix}0&D\\D^\dagger&0\end{pmatrix},\qquad
D=\begin{pmatrix}z^*&0&0&0\\t&z^*&0&0\\0&t&z^*&t\\0&0&0&z^*\end{pmatrix},$$

with rows $A_1,\dots,A_4$ and columns $B_1,\dots,B_4$. With amplitudes $\psi_A,\psi_B$, the equations $E\psi_A=D\psi_B$ and $E\psi_B=D^\dagger\psi_A$ give $E^2\psi_A=DD^\dagger\psi_A$. The energies are plus and minus the singular values of $D$.

## A tempting solution

**The rule.** Give each step A→B→C→A the sign $+$ and each reverse step the sign $-$. Find the longest run of layers joined by steps of one sign; its number of layers is a chirality $J$. Remove the run and repeat on what is left. Among equally long runs, take the one that leaves the longest later runs. Each $J$ stands for one pair with $|E|\propto q^J$.

The steps of ABCB are $+,+,-$. The longest run is ABC, so $J=3$. One B layer remains, so $J=1$. The partition is $3+1$: one cubic and one linear pair.

**The states at K.** Put $z=0$. Atoms $A_1$, $B_3$ and $A_4$ have no bonds and sit at zero energy. The dimer $B_1A_2$ has energies $\pm t$. In the trimer $B_2A_3B_4$, atom $A_3$ couples to

$$s=\frac{B_2+B_4}{\sqrt2}\quad\text{with amplitude}\quad \frac{t+t}{\sqrt2}=\sqrt2\,t,$$

and to $u=(B_2-B_4)/\sqrt2$ with amplitude $(t-t)/\sqrt2=0$. The trimer energies are $\pm\sqrt2\,t$ and $0$, the last belonging to $u$. Four zero modes, $A_1,A_4,B_3,u$, make two pairs, as the rule says.

**Eliminating the high states.** Order the rows as $(A_1,A_4\,|\,A_2,A_3)$ and the columns as $(B_3,u\,|\,B_1,s)$. Since $B_2=(s+u)/\sqrt2$ and $B_4=(s-u)/\sqrt2$, the four blocks of $D$ are

$$P=\begin{pmatrix}0&0\\0&-\frac{z^*}{\sqrt2}\end{pmatrix},\quad
Q=\begin{pmatrix}z^*&0\\0&\frac{z^*}{\sqrt2}\end{pmatrix},\quad
R=\begin{pmatrix}0&\frac{z^*}{\sqrt2}\\z^*&0\end{pmatrix},\quad
M=\begin{pmatrix}t&\frac{z^*}{\sqrt2}\\0&\sqrt2\,t\end{pmatrix}.$$

$P$ acts within the low states, $M$ within the high ones, and $Q$ and $R$ join them. For $|E|\ll t$ the rows $A_2,A_3$ give $\psi_{B,\rm high}=-M^{-1}R\,\psi_{B,\rm low}$. The neglected term $M^{-1}E\psi_{A,\rm high}$ has $\psi_{A,\rm high}\sim (x/t)\psi_{A,\rm low}$, and it changes the low equations by about $E\,x^2/t^2$, which does not affect the leading order. The low states then obey $E\psi_A=S\psi_B$ with $S=P-QM^{-1}R$. The pieces are

$$M^{-1}=\begin{pmatrix}\frac1t&-\frac{z^*}{2t^2}\\0&\frac1{\sqrt2\,t}\end{pmatrix},\qquad
M^{-1}R=\begin{pmatrix}-\frac{z^{*2}}{2t^2}&\frac{z^*}{\sqrt2\,t}\\ \frac{z^*}{\sqrt2\,t}&0\end{pmatrix}.$$

Multiplying by $Q$ and subtracting from $P$ gives

$$S=\begin{pmatrix}\dfrac{z^{*3}}{2t^2}&-\dfrac{z^{*2}}{\sqrt2\,t}\\[2mm]-\dfrac{z^{*2}}{2t}&-\dfrac{z^*}{\sqrt2}\end{pmatrix}
\qquad\text{rows }A_1,A_4;\ \text{columns }B_3,u .$$

**The last step.** The diagonal shows a cubic pair $(A_1,B_3)$ and a linear pair $(A_4,u)$. The rule describes the low-energy system as separate pairs, so the off-diagonal elements, which join different pairs, are dropped:

$$|E_{\rm cubic}|=\frac{x^3}{2t^2}\ (?),\qquad |E_{\rm linear}|=\frac{x}{\sqrt2}.$$

## Where it fails

A determinant exposes the error. In $\det D$ row $A_1$ must use column $B_1$, and row $A_4$ must use $B_4$. Row $A_2$ is then left with $B_2$, and $A_3$ with $B_3$. Hence $|\det D|=x^4$, which must equal the product of the four singular values. To leading order,

$$t\cdot\sqrt2\,t\cdot\frac{x}{\sqrt2}\cdot|E_{\rm cubic}|=x^4
\quad\Rightarrow\quad |E_{\rm cubic}|=\frac{x^3}{t^2}.$$

The tempting answer is too small by a factor of two.

Everything up to and including $S$ is right. The fault is in dropping its off-diagonal elements. They are of order $x^2/t$, and the linear pair they lead to lies only about $x$ away in energy. A detour through that pair contributes

$$\frac{(x^2/t)(x^2/t)}{x}=\frac{x^3}{t^2},$$

the same order as the direct term. The rule does give separate pairs, but only after this mixing has been eliminated too. It supplies the powers; the prefactors have to be calculated.

## The right solution

**The cubic pair.** Let $a_1,a_4,b_3,b_u$ be the amplitudes on $A_1,A_4,B_3,u$. For the cubic pair $|E|\ll x$, so the left side of the $A_4$ equation can be neglected:

$$0\simeq-\frac{z^{*2}}{2t}b_3-\frac{z^*}{\sqrt2}b_u
\quad\Rightarrow\quad b_u=-\frac{z^*}{\sqrt2\,t}\,b_3 .$$

The $A_1$ equation becomes

$$E a_1=\frac{z^{*3}}{2t^2}b_3-\frac{z^{*2}}{\sqrt2\,t}\left(-\frac{z^*}{\sqrt2\,t}\right)b_3
=\left(\frac{z^{*3}}{2t^2}+\frac{z^{*3}}{2t^2}\right)b_3=\frac{z^{*3}}{t^2}\,b_3 .$$

The equations with $S^\dagger$ work the same way. The $u$ equation gives $a_4=-(z/t)a_1$, and the $B_3$ equation then gives $Eb_3=(z^3/t^2)a_1$. Together,

$$\boxed{E_{\rm cubic}=\pm\frac{x^3}{t^2},\qquad E_{\rm linear}=\pm\frac{x}{\sqrt2}}\qquad(x\ll t).$$

Half of the cubic coefficient is direct and half passes through the linear pair. As a test, $A_4$ and $u$ were deleted from the model at $x/t=0.01$. The smallest singular value became $0.5000\,x^3/t^2$, the tempting answer.

**Why the coefficient is so simple.** Consider the vector on the $B$ atoms

$$b=\left(\frac{z^{*2}}{t^2},\,-\frac{z^*}{t},\,1,\,0\right),\qquad Db=\left(\frac{z^{*3}}{t^2},0,0,0\right).$$

It has no amplitude on $B_4$. The same vector without its last entry serves an isolated ABC trilayer, whose cubic coefficient is therefore also $1/t^2$. The fourth layer does not change that coefficient.

The linear pair, however, is not a free monolayer. Its $B$ partner is $u$, which has only half its weight on $B_4$. The amplitude of $B_4$ in $u$ is $-1/\sqrt2$, and this reduces the speed from $v$ to $v/\sqrt2$. Close to K the calculated weights of a linear state on $A_4,B_2,B_4$ are $0.500,0.250,0.250$.

**Windings.** From $Ea_1=(z^{*3}/t^2)b_3$, the phase of $a_1$ relative to $b_3$ changes as $-3\varphi$. From $Ea_4=-(z^*/\sqrt2)b_u$, that of $a_4$ relative to $b_u$ changes as $-\varphi$. Following the calculated states once around K gives windings $-3.000$ and $-1.000$. The numbers 3 and 1 of the partition thus appear both as powers and as windings.

## The secular equation and the next order

To see where the leading laws fail, one needs the full equation for $L=E^2$. Write $p=x^2$ and $q_t=t^2$. The bonds, with their squared strengths, are

- $e_1=A_1B_1$, $e_3=A_2B_2$, $e_5=A_3B_3$, $e_7=A_4B_4$: each $p$;
- $e_2=B_1A_2$, $e_4=B_2A_3$, $e_6=A_3B_4$: each $q_t$.

They form no closed loop. In the expansion of $\det(E-H)$ a permutation therefore contributes only if it consists of fixed atoms and swaps along bonds. Each swap gives minus the squared bond strength. The coefficients are thus sums over sets of bonds that share no atom. Sort the sets by the bond used at $A_3$:

- None: $e_1,e_2,e_3,e_7$ are available. Pairs give $3p^2+pq_t$, and the triple $e_1e_3e_7$ gives $p^3$.
- $e_4$: $e_1,e_2,e_7$ are available. Pairs give $q_t(2p+q_t)$, triples $q_t(p^2+pq_t)$.
- $e_5$: $e_1,e_2,e_3,e_7$ are available. Pairs give $p(3p+q_t)$, triples $p(3p^2+pq_t)$, and the one set of four gives $p^4$.
- $e_6$: $e_1,e_2,e_3$ are available. Pairs give $q_t(2p+q_t)$, the triple $q_tp^2$.

Adding these, with alternating signs,

$$L^4-(4p+3q_t)L^3+(6p^2+6pq_t+2q_t^2)L^2-(4p^3+3p^2q_t+pq_t^2)L+p^4=0 .$$

A symbolic expansion of the determinant confirms this equation. Only $x$ enters, so the bands of this Dirac model are isotropic. At $p=0$ it reads $L^2(L-q_t)(L-2q_t)=0$, the levels found at K.

*Linear pair.* Here $L$ is of order $p$. Keep terms of order $p^2$ and $p^3$ and divide by $q_tL$:

$$2q_tL-pq_t-3L^2+6pL-3p^2=0 .$$

With $L=p/2+\delta$ this gives $2q_t\delta=\tfrac34p^2-3p^2+3p^2=\tfrac34p^2$, so $\delta=3p^2/8q_t$.

*Cubic pair.* Here $L$ is of order $p^3$, and the terms with $L^2$ and higher powers enter later. Thus $L\simeq p^4/(pq_t^2+3p^2q_t)\simeq(p^3/q_t^2)(1-3p/q_t)$.

Taking square roots,

$$|E_{\rm linear}|=\frac{x}{\sqrt2}\left(1+\frac{3x^2}{8t^2}+\dots\right),\qquad
|E_{\rm cubic}|=\frac{x^3}{t^2}\left(1-\frac{3x^2}{2t^2}+\dots\right).$$

The cubic law has the larger correction, by a factor of four in size. These are the corrections of the Dirac form of $z$. In the lattice model $x$ is replaced by $x\,[1-(qa/4\sqrt3)\cos3\varphi+\dots]$, with $q_x$ along the line from the zone centre to K. This direction-dependent term is linear in $q$; for the graphene parameters below it exceeds the $x^2/t^2$ terms at $q$ under about $0.02\ \mathrm{nm^{-1}}$ (cubic pair) and $0.03\ \mathrm{nm^{-1}}$ (linear pair).

## Other stackings

ABCA has steps $+,+,+$ and partition 4. ABAB has steps $+,-,+$ and partition $2+2$. Energies of the lattice model at $x/t\approx0.02$ and $0.04$ give these local powers:

- ABCB: 2.996 and 1.000
- ABCA: 3.997
- ABAB: 1.999 and 1.995

The same comparison was made for all 14 stackings of three to five layers that begin with the step A→B. In each, the powers agreed with the rule within 0.05. This supports the rule for these stacks; it does not prove it for any number of layers.

## Numbers for graphene

Take the rough typical values $a=0.246$ nm, $\gamma_0=3.1$ eV and $\gamma_1=0.38$ eV. Then $\hbar v=0.660$ eV nm and $v=1.00\times10^6$ m/s, and the linear pair has speed $v/\sqrt2=7.1\times10^5$ m/s.

At $q=0.1\ \mathrm{nm^{-1}}$, $x=0.6604\times0.1$ eV $=66.04$ meV and $x/t=0.174$. The leading laws give

$$\frac{x^3}{t^2}=\frac{(66.04)^3}{(380)^2}\ \text{meV}=1.99\ \text{meV},\qquad \frac{x}{\sqrt2}=46.7\ \text{meV}.$$

Diagonalizing the minimal model in its Dirac form gives 1.91 and 47.2 meV; the lattice form gives 1.89 to 1.93 and 47.0 to 47.4 meV, depending on direction. The tempting formula would give 1.00 meV. At $q=0.2\ \mathrm{nm^{-1}}$ the cubic law gives 16.0 meV against 13.5 meV, 18% too high relative to the diagonalized value. The deficit of the diagonalized energy reaches 5% of the cubic law at $q=0.108\ \mathrm{nm^{-1}}$. In the lattice form these values vary with direction: 13.3 to 13.8 meV, 16 to 20%, and $0.097$ to $0.121\ \mathrm{nm^{-1}}$.

**The real case.** Real graphene has further couplings, and their effect was sized with rough values:

- skew hoppings between adjacent layers, $\gamma_3=0.3$ eV and $\gamma_4=0.1$ eV. With the in-plane hopping $-\gamma_0$ and the vertical one $+\gamma_1$, $\gamma_4$ enters as $+\gamma_4$. The sign of the $\gamma_3$ hopping matters here, because the loop $A_1B_2A_3B_3$ is closed by $\gamma_2$ and its sign cannot be removed by redefining orbitals. Results are given for both $-\gamma_3$ and $+\gamma_3$; the $p_z$ overlaps of vertical and skew pairs have the same sign, which favours $+\gamma_3$;
- hoppings between second-neighbour layers, $\gamma_2/2=-10$ meV and $\gamma_5/2=20$ meV;
- a site energy of 40 meV on atoms with a vertical bond;
- an assumed potential step of 5 meV per layer, rising from layer 1 to layer 4. ABCB is not symmetric under reversal of the layers, so a step in the opposite direction gives different shifts from those quoted below.

At K the skew hoppings vanish. Without the potential step, $\gamma_2$ couples $A_1$ to $B_3$ and splits them to $\pm10$ meV. Since $\gamma_5$ joins $B_2$ to $B_4$, it enters $u$ with a minus sign, and $u$ moves to $40-20=20$ meV. $A_4$ stays within 0.1 meV of zero. The four zero modes are no longer degenerate.

At $q=0.1\ \mathrm{nm^{-1}}$ all the terms together shift the two inner levels, which are the cubic pair in the minimal model, by up to 14 meV with $-\gamma_3$ and 9 meV with $+\gamma_3$, about seven and five times their energy of 1.9 meV. Of the terms taken one at a time, $\gamma_2$ shifts these inner levels most at this $q$, by about 10 meV; at $q=0.2\ \mathrm{nm^{-1}}$ the largest single shift comes from $\gamma_3$, about 11 meV. The two outer levels, at 47 meV, shift by up to 17 meV ($-\gamma_3$) or 18 meV ($+\gamma_3$). At $q=0.2\ \mathrm{nm^{-1}}$ the inner shift reaches 25 meV with $-\gamma_3$, where $\gamma_3$ and $\gamma_2$ add, but only 9 meV with $+\gamma_3$, where they partly cancel, against the 13.5 meV of the cubic pair. The outer shift is 21 or 23 meV against 97 meV.

Two further scales point the same way. The thermal energy at 300 K is 26 meV; this obstacle can be reduced by cooling, since the thermal energy is proportional to the temperature. The Coulomb energy $e^2q/4\pi\epsilon_0\epsilon_r$ at $q=0.1\ \mathrm{nm^{-1}}$, with an assumed $\epsilon_r=5$, is 29 meV; it is a scale for interactions, not a calculated level shift.

With these parameters a clean $q^3$ band should therefore not be expected in a sample. At K and at $0.1\ \mathrm{nm^{-1}}$ the neglected terms outweigh the cubic energy, and beyond $0.10$ to $0.12\ \mathrm{nm^{-1}}$, depending on direction, the law is more than 5% off within the minimal model itself. The linear pair is more robust at larger $q$, though its crossing at K is also lifted. The partition $3+1$ describes the ideal model from which such a calculation starts; the remaining values are in the numerical output.

## Numbers as computed

```
a = 0.246 nm, gamma0 = 3.1 eV, gamma1 = 0.38 eV
gamma3 = 0.3 eV, gamma4 = 0.1 eV
gamma2 = -0.02 eV, gamma5 = 0.04 eV
site energy of bonded atoms = 0.04 eV
layer potential step = 5.0 meV per layer
hbar v = 0.6604 eV nm
v = 1.003e+06 m/s
v/sqrt2 = 7.095e+05 m/s
stacks of 3 to 5 layers tested = 14
ABCB: rule [3, 1], powers 2.996 1.000 0.001 0.001
ABCA: rule [4], powers 3.997 0.020 0.001 0.021
ABAB: rule [2, 2], powers 1.999 1.995 0.004 0.001
positive high levels at K = 0.3800 0.5374 eV
zero levels at K = 4
cubic prefactor E t^2/x^3 = 0.999999
same without linear pair = 0.5000
linear prefactor E/x = 0.707107
next coefficient, cubic = -1.5000
next coefficient, linear = 0.3750
windings: cubic -3.000, linear -1.000
cubic weights A1, B3 near K = 0.500 0.500
linear weights A4, B2, B4 near K = 0.500 0.250 0.250
cubic weight on A1+B3 at 0.1/nm = 0.958
q = 0.05/nm: x = 33.02 meV, x/t = 0.0869
  cubic: exact 0.2466, leading 0.2494 meV
  linear: exact 23.415, leading 23.350 meV
q = 0.1/nm: x = 66.04 meV, x/t = 0.1738
  cubic: exact 1.9086, leading 1.9949 meV
  linear: exact 47.201, leading 46.700 meV
q = 0.2/nm: x = 132.09 meV, x/t = 0.3476
  cubic: exact 13.5294, leading 15.9590 meV
  linear: exact 96.888, leading 93.399 meV
q where cubic law is 5% off = 0.1079 /nm
low levels at K, hoppings and site term on = -10.00 0.03 10.00 20.00 meV
largest shifts at q = 0.1/nm (inner, outer levels):
  gamma3: 3.58, 1.95 meV
  gamma4: 0.75, 0.36 meV
  gamma2: 9.85, 0.44 meV
  gamma5: 0.02, 10.77 meV
  site: 1.18, 24.00 meV
  step: 5.39, 4.85 meV
  all together: 14.27, 17.37 meV
  warping of cubic 1.04 %, Coulomb 28.8 meV
largest shifts at q = 0.2/nm (inner, outer levels):
  gamma3: 11.12, 5.42 meV
  gamma4: 2.95, 1.29 meV
  gamma2: 9.46, 1.17 meV
  gamma5: 0.19, 9.60 meV
  site: 4.20, 21.78 meV
  step: 2.35, 4.26 meV
  all together: 24.79, 21.16 meV
  warping of cubic 1.93 %, Coulomb 57.6 meV
dielectric constant for Coulomb = 5.0
thermal energy at 300 K = 25.85 meV
```
